Why the anti-Stokes to Stokes ratio is not a bare Boltzmann factor

A sample at 300 K has a vibration of wavenumber 500 cm⁻¹. Light of 20000 cm⁻¹ falls on it, and the anti-Stokes line gives 0.162 times as many photons as the Stokes line. Setting this ratio equal to exp(−ħω/kT) yields a temperature of 395 K. The sample has not been heated, the counts carry no noise, and the detector is perfectly calibrated. The 95 K must come from the way the ratio is read.

The numbers belong to a model with round parameters, so the true temperature is known and each part of the error can be traced.

The belief and its appeal

The belief is that the anti-Stokes to Stokes ratio equals exp(−ħω/kT), where ω is the angular frequency of the vibration. With W for its wavenumber, ħω = hcW. I write

x = hcW/kT.

The belief has a sound core. Stokes scattering creates a vibrational quantum, and for weak coupling between the vibration and the electrons its rate from the level with n quanta is proportional to n + 1. Anti-Stokes scattering removes one, with a rate that is then proportional to n. For a harmonic mode in equilibrium the mean of n is

n̄ = 1/(eˣ − 1), so n̄ + 1 = eˣ/(eˣ − 1),

and the quotient is

n̄/(n̄ + 1) = e⁻ˣ.

This is correct, and it is tempting because everything else seems to cancel: the same laser, the same spot, the same mode and the same detector serve both lines. But the two lines do not have the same colour. With the laser at ν_L they lie at

ν_S = ν_L − W (Stokes), ν_A = ν_L + W (anti-Stokes).

Whatever depends on the colour of the scattered light survives in the ratio. Hence

I_A/I_S = C e⁻ˣ, C = C_freq C_res C_depth,

with one factor each for radiation, resonance and absorption. Intensities here are photon counts corrected for detector response. Light enters and is collected along the surface normal, with the same linear polarization for both. Surface transmission and refractive index are taken equal at the two lines; where they differ noticeably, a further factor is needed. A strong absorption line, such as the one used below, does make the index vary with colour; the model leaves this out. For a background index between 1.5 and 3, including this variation in the surface transmission and the absorption would lower the 395 K reading by 3 to 4 K.

From a factor to a temperature error

The bare reading defines an apparent temperature T_app by

exp(−hcW/kT_app) = C exp(−hcW/kT).

Taking logarithms and dividing by −hcW/k gives

1/T_app = 1/T − (k/hcW) ln C.

Multiplying by T and inverting,

T_app = T/(1 − ln C/x).

As long as ln C is smaller than x, a factor above one makes the sample look too hot. A factor below one makes it look too cold. When |ln C| is much smaller than x, expanding the fraction gives

T_app − T ≈ T ln C/x = (kT²/hcW) ln C.

In the example hc/k = 1.4388 cm K, so x = 1.4388 × 500/300 = 2.398 and e⁻ˣ = 0.0909. In the small-bias regime each per cent in C shifts the temperature by 1.25 K.

The radiation factor

Scattered light comes from a dipole oscillating at the scattered frequency. Its far field is proportional to the second time derivative of the dipole moment, hence to ν² at fixed dipole amplitude. The radiated power goes as the square of the field, hence as ν⁴. A photon carries an energy proportional to ν, so the count rate goes as ν³:

C_freq = (ν_A/ν_S)³ = (20500/19500)³ = 1.162.

Its logarithm is 0.150. Acting alone, it would give T_app = 300/(1 − 0.150/2.398) = 320 K. A detector that registers energy instead of photons needs the fourth power, and the reading would be 327 K. The exponent must therefore match what the instrument reports.

This factor remains even in a transparent sample far from any resonance. There the belief is an approximation whose error, to leading order, grows as T².

The resonance factor

The Raman tensor tells how strongly a vibration modulates the polarizability. It depends on the light frequencies when these approach an electronic transition. Take one excited electronic level at ν₀ = 22000 cm⁻¹, with a Lorentzian line of half-width Γ = 600 cm⁻¹ at half maximum, coupled linearly to the vibration. In wavenumber units the excited-state Hamiltonian is

H = ν₀ + W b†b + gW(b + b†),

where b removes a quantum and g is a dimensionless displacement. The zero of energy is the ground state without quanta. Starting from n quanta, the resonant amplitude for ending with m quanta is

A(n→m) = ⟨m| (H − nW − ν_L − iΓ)⁻¹ |n⟩,

apart from constants common to both lines. Split the bracket into D, the part diagonal in the number of quanta, and V = gW(b + b†). For weak coupling,

(D + V)⁻¹ ≈ D⁻¹ − D⁻¹VD⁻¹.

The first term leaves the number of quanta unchanged, so the second gives the Raman lines. Acting on |n⟩, D has the value ν₀ − ν_L − iΓ. Acting on |n+1⟩, it has the value

ν₀ + (n+1)W − nW − ν_L − iΓ = ν₀ − ν_S − iΓ,

because ν_L − W = ν_S. On |n−1⟩ the same step gives ν₀ − ν_A − iΓ. With ⟨n+1|b†|n⟩ = √(n+1) and ⟨n−1|b|n⟩ = √n,

A(n→n+1) = −gW√(n+1)/[(ν₀ − ν_L − iΓ)(ν₀ − ν_S − iΓ)],

A(n→n−1) = −gW√n/[(ν₀ − ν_L − iΓ)(ν₀ − ν_A − iΓ)].

Squaring the magnitudes and averaging over the thermal populations turns n + 1 and n into n̄ + 1 and n̄. The laser denominator cancels in the ratio. The scattered one does not:

C_res = [(ν₀ − ν_S)² + Γ²]/[(ν₀ − ν_A)² + Γ²].

The Stokes line lies 2500 cm⁻¹ below the level and the anti-Stokes line 1500 cm⁻¹ below it, so

C_res = (2500² + 600²)/(1500² + 600²) = 2.53.

Alone, with ln C_res = 0.929, this would turn 300 K into 490 K. Numerical diagonalization of H at g = 0.01, followed by the thermal sum, confirms the product C_res e⁻ˣ within a tolerance of one part in a thousand. The amplitude above omits the antiresonant term, in which the scattered photon is emitted before the laser photon is absorbed. Including it changes the ratio by −0.24 %. Neglecting it therefore leaves an error of about 0.3 K in the temperature obtained after division by C.

The absorption factor

The level that enhances the scattering also absorbs the light. Let α(ν) be the absorption coefficient for intensity. Light scattered at depth z has been weakened by exp(−α_L z) on the way in and is weakened by exp(−α_s z) on the way out, where s stands for S or A. In a thick sample the collected signal is proportional to

∫₀^∞ exp[−(α_L + α_s)z] dz = 1/(α_L + α_s).

This length is the collection depth. The ratio of the two depths is

C_depth = (α_L + α_S)/(α_L + α_A).

To leading order in the coupling, the absorbed power follows from the imaginary part of 1/(ν₀ − ν − iΓ), multiplied by ν because a driven dipole absorbs power in proportion to its frequency. At constant refractive index,

α(ν) ∝ ν/[(ν₀ − ν)² + Γ²].

With α(ν₀) = 10 µm⁻¹, the coefficients at the Stokes line, the laser and the anti-Stokes line are 0.483, 0.751 and 1.285 µm⁻¹. The Stokes light is collected from 1/(0.751 + 0.483) = 0.81 µm and the anti-Stokes light from 1/(0.751 + 1.285) = 0.49 µm. Therefore

C_depth = 0.4912/0.8108 = 0.606, ln C_depth = −0.501.

Alone, this would make the sample appear to be at 248 K. The anti-Stokes line is enhanced more strongly by the level, but it is gathered from a thinner layer.

The sum of the errors

Factors multiply, so their logarithms add:

ln C = 0.150 + 0.929 − 0.501 = 0.578, C = 1.783.

The expected ratio is 1.783 × 0.0909 = 0.162, the number at the start. The apparent temperature is

T_app = 300/(1 − 0.578/2.398) = 395 K.

The separate errors of +20, +190 and −52 K add up to 158 K, not 95 K, because the contributions are additive in 1/T and not in T. The small-bias formula would give 300 × 0.578/2.398 = 72 K, which shows that this case lies outside its regime. Dividing the measured ratio by C before taking the logarithm restores 300 K.

Such an excess could be mistaken for laser heating. The two can be told apart in principle: C does not contain the laser power, so in the linear regime considered here its error remains when the power is lowered, whereas heating fades.

If C is held fixed while the sample is warmed, the denominator 1 − ln C/x reaches zero at

T = hcW/(k ln C) = 1.4388 × 500/0.5781 ≈ 1244 K.

There the two lines have equal counts and T_app diverges. Above this temperature the anti-Stokes line is the stronger one and the bare reading is negative, although the vibration is in ordinary equilibrium. In a real sample ν₀ and Γ may shift with temperature, and C would then have to be found anew.

A thin film and a bluer laser

For a film of thickness d the depth integral stops at d:

∫₀^d exp[−(α_L + α_s)z] dz = {1 − exp[−(α_L + α_s)d]}/(α_L + α_s).

Reflection at the back face and interference are left out. When (α_L + α_s)d is small, the right side is approximately d[1 − (α_L + α_s)d/2]. Both lines are then collected from nearly the whole film, and the depth factor approaches one. For d = 0.1 µm it is 0.962. The compensation by absorption is almost gone, the total factor rises to 1.162 × 2.533 × 0.962 = 2.83, and the apparent temperature is 530 K. In this model, thick sample and film have the same temperature and the same Raman tensor, yet their bare readings differ by about 135 K. A real film of this thickness shows interference: for a film index of 1.5 to 2 and a backing index between 1 and 4.3, the reading lies between about 505 and 550 K instead of at 530 K.

Now return to the thick sample and move the laser to 24000 cm⁻¹, above the level. The Stokes line is now closer to resonance, so C_res falls to 0.395. It is also the more strongly absorbed line, so C_depth rises to 1.575. With C_freq = 1.133 the total is 0.705, and the reading is 262 K. The error has changed sign.

Why a softer vibration does not help

For small W the ratio tends to one, and so does C. It may seem that the error should vanish. To see what happens, collect all dependence on the scattered wavenumber in

f(ν) = ν³/{[(ν₀ − ν)² + Γ²][α_L + α(ν)]}.

Then C = f(ν_L + W)/f(ν_L − W). Expanding both logarithms about ν_L, the constant and quadratic terms cancel, and to leading order

ln C ≈ 2W s, s = d ln f/dν at ν = ν_L.

The bare reading lowers 1/T by (k/hcW) ln C ≈ 2ks/hc. The phonon wavenumber has dropped out: C does approach one, but the exponent being measured shrinks at the same rate.

The slope s has three parts. The cube gives 3/ν_L. The resonance denominator gives

r = 2(ν₀ − ν_L)/[(ν₀ − ν_L)² + Γ²] = 9.17 × 10⁻⁴ cm.

The attenuation gives −α′/(α_L + α_L) = −α′/(2α_L), where α′ is the derivative of α at ν_L. From the form of α, α′/α_L = 1/ν_L + r. Together,

s = 3/ν_L + r − ½(1/ν_L + r) = 5/(2ν_L) + r/2.

In this limit absorption removes half of the resonance slope. The half arises because the path in, common to both lines, supplies half of the total attenuation.

Numerically s = 1.25 × 10⁻⁴ + 4.59 × 10⁻⁴ = 5.84 × 10⁻⁴ cm, and

1/T_app = 1/300 − 2 × 5.84 × 10⁻⁴/1.4388 = 2.522 × 10⁻³ K⁻¹,

or T_app = 396.5 K. The full formula gives 396.5, 395.3 and 391.6 K for vibrations of 100, 500 and 1000 cm⁻¹. Modes up to 1000 cm⁻¹ coupled weakly to the same level would thus agree on a temperature to within about 5 K while all being wrong by more than 90 K. Stiffer modes drift away from this value: the reading is 378 K at 2000 cm⁻¹ and 361 K at 3000 cm⁻¹. Agreement between modes does not validate the bare exponential.

A measurement in which most of C cancels

Correcting by C requires the resonance and the absorption to be known. The weak-coupling expression for C_res also has its limits: at g = 0.8 the diagonalization gives 2.70 instead of 2.53. Using the weak-coupling value there would leave the resonance correction about 6 % too small, which alone is worth roughly 8 K. The same coupling reshapes the absorption line: at fixed total line strength C_depth falls from 0.606 to 0.579, so the net error of the weak-coupling C is about 2.5 K in this example.

A second laser avoids this. Measure the anti-Stokes line with excitation at ν_L, and the Stokes line with excitation at ν_A = ν_L + W. The first process takes in ν_L and emits ν_A; the second takes in ν_A and emits ν_L. Their resonant amplitudes are

⟨n−1| (H − nW − ν_L − iΓ)⁻¹ |n⟩ and ⟨n| (H − (n−1)W − ν_A − iΓ)⁻¹ |n−1⟩.

Since (n−1)W + ν_A = nW + ν_L, the operator is the same in both. H is a real symmetric matrix in the number basis, so the inverse is symmetric too, and interchanging the outer states changes nothing. The amplitudes are equal for any g. What differs is the population of the starting level, and p_n = p_(n−1) e⁻ˣ for every n. The thermal sums therefore have the ratio e⁻ˣ.

The total attenuation is α_L + α_A in both measurements, so the depth factor cancels as well. At equal incident power and equal spot size, the radiation factor remains:

I_A(laser ν_L)/I_S(laser ν_A) = (ν_A/ν_L)³ e⁻ˣ = 1.077 × 0.0909 = 0.0979.

Read as a bare exponential, this gives 310 K. Divided by 1.077 first, it gives 300 K, and the numerical test of this result was made at the strong coupling g = 0.8. The remaining correction needs just two wavenumbers, known from the spectrum itself.

The exponential is thus the ratio of the phonon populations. It becomes a thermometer once the response to two different colours has been divided out. In the model used here, the two-laser measurement leaves only the radiation factor to divide by. The numerical output below lists the main values.

Numbers as computed

```
true temperature: 300.0 K
phonon wavenumber: 500.0 cm^-1
laser wavenumber: 20000.0 cm^-1
Stokes, anti-Stokes: 19500.0, 20500.0 cm^-1
electronic level, half-width: 22000.0, 600.0 cm^-1
peak absorption: 10.00 um^-1
hc/k: 1.438777 cm K
hcW/kT: 2.39796 (no unit)
bare exponential: 0.09090 (no unit)
absorption at laser: 0.7506 um^-1
absorption at Stokes: 0.4827 um^-1
absorption at anti-Stokes: 1.2853 um^-1
collection depth, Stokes: 0.8108 um
collection depth, anti-Stokes: 0.4912 um
factor frequency, counts: 1.1619; ln: 0.1500; T_app: 320.0 K
factor frequency, power: 1.2215; ln: 0.2000; T_app: 327.3 K
factor resonance: 2.5326; ln: 0.9292; T_app: 489.8 K
factor depth: 0.6058; ln: -0.5012; T_app: 248.1 K
factor all three, counts: 1.7826; ln: 0.5781; T_app: 395.3 K
simulated measured ratio: 0.16205 (no unit)
T_app from simulated ratio: 395.3 K
temperature after correction: 300.0 K
T at which T_app diverges: 1244 K
small-bias shift per 1% in C: 1.25 K
antiresonant change of ratio: -0.236 %
film thickness: 0.10 um
film depth factor: 0.9617 (no unit)
film T_app: 529.9 K
laser above resonance: 24000.0 cm^-1
its factors frequency, resonance, depth: 1.1332, 0.3949, 1.5751 (no unit)
its total factor: 0.7048 (no unit)
its T_app: 261.8 K
phonon 100 cm^-1: T_app frequency only 320.0 K, all 396.5 K
phonon 500 cm^-1: T_app frequency only 320.0 K, all 395.3 K
phonon 1000 cm^-1: T_app frequency only 320.0 K, all 391.6 K
resonance slope r: 9.1743e-04 cm
small-phonon limit of T_app, all: 396.5 K
weak, strong displacement: 0.01, 0.80 (no unit)
resonance factor at strong coupling: 2.7036 (no unit)
two-laser ratio: 0.09789 (no unit)
two-laser frequency factor: 1.0769 (no unit)
two-laser T before frequency correction: 309.6 K
two-laser T after correction: 300.0 K
```
